\section*{Bound and continuum contributions to the static polarisability of hydrogen, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Comment on an argument that the bound $np$ states give the polarisability of hydrogen}

\subsection*{The argument submitted}

The manuscript considers a hydrogen atom in its ground state in a weak static field and reasons as follows. (i) Second-order perturbation theory gives the polarisability as a sum over excited states, $\alpha=\sum_n f_n/\omega_n^2$, where $f_n$ and $\omega_n$ are the oscillator strength and excitation energy of $1s\to np$. (ii) A weak static field does not ionise the atom, and the distorted electron cloud stays within a few bohr of the nucleus, so only bound states can appear in the distorted wavefunction. (iii) The bound $np$ states are infinitely many, so they suffice to represent the distortion. (iv) The $2p$ term is $2.96\,a_0^3$, the terms fall off quickly, and the series converges to $3.66\,a_0^3$, which the manuscript reports as the polarisability of hydrogen.

The arithmetic in (iv) is correct and is confirmed in comment 4. Steps (ii) and (iii) are false, and the conclusion falls with them.

\subsection*{Comment 1. The sum in step (i) must include every state contained in $z\psi_0$}

Hartree atomic units are used: lengths in $a_0$, energies in $E_h$, polarisabilities in $a_0^3$. The nucleus is fixed, and relativity and spin are ignored, so
\begin{equation}
H_0=-\tfrac12\nabla^2-\frac1r,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12 .
\end{equation}
A field $F$ along $+z$ has electrostatic potential $-Fz$, and the electron has charge $-1$, so its energy is $+Fz$ and $H=H_0+Fz$. Write $\psi=\psi_0+F\psi_1+F^2\psi_2+\dots$ and $E=E_0+FE_1+F^2E_2+\dots$, with real functions and $\langle\psi_0|\psi_1\rangle=0$. The terms of order $F$ and $F^2$ in $H\psi=E\psi$ are
\begin{align}
(H_0-E_0)\psi_1&=-(z-E_1)\psi_0,\\
(H_0-E_0)\psi_2&=-(z-E_1)\psi_1+E_2\psi_0 .
\end{align}
Projection on $\psi_0$ makes each left side vanish, because $H_0$ is Hermitian and $(H_0-E_0)\psi_0=0$. The first line gives $E_1=\langle\psi_0|z|\psi_0\rangle=0$, since $z$ is odd and $\psi_0^2$ is even. The second gives $E_2=\langle\psi_0|z|\psi_1\rangle$. The polarisability is defined by the second-order shift $\Delta E=-\alpha F^2/2$, so
\begin{equation}
(H_0-E_0)\psi_1=-z\psi_0,\qquad \alpha=-2\langle\psi_0|z|\psi_1\rangle .
\label{eq:first}
\end{equation}
The induced dipole is $\langle -z\rangle=-2F\langle\psi_0|z|\psi_1\rangle=\alpha F$ to first order, which agrees in sign and factor with the definition by the energy.

No sum has appeared so far. It appears when the source $z\psi_0$ is expanded in eigenstates $|m\rangle$ of $H_0$, $z\psi_0=\sum_m|m\rangle\langle m|z|0\rangle$. The term $m=0$ is absent because $\langle0|z|0\rangle=0$. On each remaining term $H_0-E_0$ acts as the number $\omega_m=E_m-E_0>0$, so $\psi_1=-\sum_m|m\rangle\langle m|z|0\rangle/\omega_m$ and
\begin{equation}
\alpha=2\sum_m\frac{|\langle m|z|0\rangle|^2}{\omega_m}=\sum_m\frac{f_m}{\omega_m^2},\qquad f_m=2\omega_m|\langle m|z|0\rangle|^2 .
\label{eq:sos}
\end{equation}
The expansion of $z\psi_0$ is guaranteed if the states $|m\rangle$ are complete. A smaller set serves only if $z\psi_0$ lies in its span, and comment 3 shows that the bound states fail this condition. The meaning of completeness is plainest if the atom is enclosed by a hard spherical wall of very large radius $B$. All levels are then discrete and together complete; some have $E<0$ and infinitely many have $E>0$. As $B\to\infty$ the first group becomes the bound series and the second becomes the continuum, whose sum turns into an integral. Equation (\ref{eq:sos}) runs over both groups. The manuscript drops the second.

The angular part is reduced once for later use. Write $\psi_0=r^{-1}u_{1s}Y_{00}$ with $u_{1s}=2re^{-r}$ and $Y_{00}=1/\sqrt{4\pi}$. Since $Y_{10}=\sqrt{3/4\pi}\cos\theta$, one has $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, so $z\psi_0=r^{-1}(r\,u_{1s}/\sqrt3)\,Y_{10}$. Only states $r^{-1}u(r)Y_{10}$ couple to it, and
\begin{equation}
\langle m|z|0\rangle=\frac{R}{\sqrt3},\qquad R=\int_0^\infty u\,r\,u_{1s}\,dr,\qquad f=\tfrac23\,\omega R^2 .
\end{equation}
On such states $H_0$ acts on $u$ as $h=-\tfrac12\,d^2/dr^2+1/r^2-1/r$, where $1/r^2$ is the centrifugal term $l(l+1)/2r^2$ for $l=1$.

\subsection*{Comment 2. The polarisability can be found with no sum, and it is not 3.66}

Equation (\ref{eq:first}) can be solved directly, which is the Dalgarno--Lewis method. Put $\psi_1=r^{-1}v(r)Y_{10}$. The equation becomes $(h+\tfrac12)v=-(2/\sqrt3)\,r^2e^{-r}$. From $(r^je^{-r})''=[j(j-1)r^{j-2}-2jr^{j-1}+r^j]e^{-r}$,
\begin{equation}
(h+\tfrac12)\,r^je^{-r}=\Big[\big(1-\tfrac12 j(j-1)\big)r^{j-2}+(j-1)\,r^{j-1}\Big]e^{-r},
\end{equation}
because the terms $-\tfrac12r^j$ and $+\tfrac12r^j$ cancel and $jr^{j-1}-r^{j-1}=(j-1)r^{j-1}$. The cases $j=2$ and $j=3$ are
\begin{equation}
(h+\tfrac12)\,r^2e^{-r}=re^{-r},\qquad (h+\tfrac12)\,r^3e^{-r}=(2r^2-2r)\,e^{-r}.
\label{eq:action}
\end{equation}
The first plus half the second gives $(h+\tfrac12)(r^2+\tfrac12r^3)e^{-r}=r^2e^{-r}$. Hence
\begin{equation}
v=-\frac{2}{\sqrt3}\big(r^2+\tfrac12r^3\big)e^{-r},\qquad \psi_1=-\big(1+\tfrac12r\big)z\psi_0 .
\end{equation}
This is the only normalisable solution, because the difference of two would be a $p$ state of energy $-\tfrac12$, and the lowest $p$ level is $-\tfrac18$ (comment 4). With $I_j=\int_0^\infty r^je^{-2r}dr=j!/2^{j+1}$, that is $I_3=\tfrac38$, $I_4=\tfrac34$, $I_5=\tfrac{15}8$, $I_6=\tfrac{45}8$,
\begin{equation}
\alpha=-\frac{2}{\sqrt3}\int_0^\infty r\,u_{1s}\,v\,dr=\frac83\Big(I_4+\tfrac12I_5\Big)=\frac83\cdot\frac{27}{16}=\frac92 .
\end{equation}
In terms of ground-state moments, $\langle r^2\rangle=4I_4=3$ and $\langle r^3\rangle=4I_5=7.5$, this reads $\alpha=\tfrac23(3+3.75)=4.5\,a_0^3$. The value is exact within the model. The manuscript's series converges to a smaller number.

\subsection*{Comment 3. Step (iii) fails: the bound states cannot represent $z\psi_0$}

An infinite set need not be complete, and here the failure can be shown in a few lines. Let $\chi=z\psi_0$, with radial function $(2/\sqrt3)r^2e^{-r}$. Its norm and, by the first of (\ref{eq:action}), its excitation energy are
\begin{equation}
\langle\chi|\chi\rangle=\langle z^2\rangle=\tfrac43I_4=1,\qquad \langle\chi|H_0-E_0|\chi\rangle=\tfrac43I_3=\tfrac12 .
\label{eq:chi}
\end{equation}
So $\chi$ is normalised and its mean energy is $E_0+\tfrac12=0$ exactly. Suppose $\chi=\sum_nc_n|np\rangle$ with bound states only. Then $\sum_n|c_n|^2=1$ and $\langle H_0\rangle=\sum_n|c_n|^2E_n$, a convergent sum in which every $E_n$ is negative, so $\langle H_0\rangle<0$. This contradicts (\ref{eq:chi}). Therefore $\chi$ has nonzero weight at $E>0$. Every term of (\ref{eq:sos}) is non-negative, so the omitted part $\alpha_c$ is strictly positive and the bound sum lies strictly below $\alpha$.

The physical reason is the compactness of $\chi$. Its Coulomb energy is $-\tfrac43I_3=-\tfrac12$, so its kinetic energy is $+\tfrac12$: this $p$ wave, with $\langle r\rangle=\tfrac43I_5=\tfrac52$, half the value $5$ of the $2p$ state, has as much kinetic energy as binding. The distortion $\psi_1$ is somewhat wider and its mean energy is negative, about $-0.08$, but its components are those of $\chi$ divided by $-\omega_m$, so it has weight at $E>0$ as well, about $0.12$ of its norm. Localisation within a few bohr, which step (ii) cites in favour of bound states, does not exclude positive energies.

Inserting the complete set into (\ref{eq:chi}) gives two sum rules,
\begin{equation}
\sum_m f_m=2\langle\chi|H_0-E_0|\chi\rangle=1,\qquad \sum_m\frac{f_m}{\omega_m}=2\langle\chi|\chi\rangle=2 .
\label{eq:rules}
\end{equation}
The first is the Thomas--Reiche--Kuhn rule. Either would have served the manuscript as a check on completeness.

\subsection*{Comment 4. The bound terms are correct and their sum cannot reach 9/2}

\paragraph{The radial integral at any energy.} The equation $hu=Eu$ is $u''+(2E+2/r-2/r^2)u=0$. The regular solution behaves as $r^2$, so put $u=r^2w$. Then $u''=2w+4rw'+r^2w''$; the $2w$ cancels against $-2u/r^2$, and division by $r$ leaves
\begin{equation}
rw''+4w'+(2+2Er)\,w=0 .
\label{eq:w}
\end{equation}
Let $w_0=w(0)$ and $W(s)=\int_0^\infty we^{-sr}dr$. Integration by parts gives the transforms $sW-w_0$ for $w'$ and $s^2W-sw_0-w'(0)$ for $w''$, and a factor $r$ becomes $-d/ds$. The terms of (\ref{eq:w}) transform to $-2sW-s^2W'+w_0$, $\;4sW-4w_0$, $\;2W$ and $-2EW'$. With $P=s^2+2E$, $P'=2s$, their sum and its three successive derivatives are
\begin{align}
-PW'+(2s+2)W&=3w_0,\\
-PW''+2W'+2W&=0,\\
-PW'''+(2-2s)W''+2W'&=0,\\
-PW''''+(2-4s)W'''&=0 .
\end{align}
In the second line $-2sW'$ cancels against $+2sW'$. In the third, $-2sW''$ from $P'$ joins $2W''$. In the fourth, $-2sW'''$ joins $(2-2s)W'''$, and $-2W''$ cancels $+2W''$. Define $G(s)=\int_0^\infty r^3we^{-sr}dr=-W'''$. The last line is
\begin{equation}
\frac{G'}{G}=\frac{2-4s}{s^2+2E},\qquad G\to\frac{6w_0}{s^4}\quad(s\to\infty),
\label{eq:G}
\end{equation}
where the limit holds because only small $r$ matters at large $s$ and $\int_0^\infty r^3e^{-sr}dr=3!/s^4$. The dipole integral is $R=\int r^2w\cdot r\cdot2re^{-r}dr=-2G'(1)$, and (\ref{eq:G}) at $s=1$ gives $G'(1)=-2G(1)/(1+2E)$, so
\begin{equation}
R=\frac{4G(1)}{1+2E}.
\label{eq:R}
\end{equation}

\paragraph{Bound levels.} Let $E=-\kappa^2/2$, $\rho=2\kappa r$, $w=e^{-\rho/2}L(\rho)$. Dividing (\ref{eq:w}) by $2\kappa$ gives $\rho w_{\rho\rho}+4w_\rho+(1/\kappa-\rho/4)w=0$. With $w_\rho=(L'-L/2)e^{-\rho/2}$ and $w_{\rho\rho}=(L''-L'+L/4)e^{-\rho/2}$, the terms $\rho L/4$ cancel and
\begin{equation}
\rho L''+(4-\rho)L'+mL=0,\qquad m=\frac1\kappa-2 .
\label{eq:lag}
\end{equation}
A series $L=\sum a_j\rho^j$ obeys $(j+1)(j+4)a_{j+1}=(j-m)a_j$. Unless it terminates, $a_{j+1}/a_j\to1/j$, so $L$ grows roughly as $e^\rho$ and $w$ is not normalisable. Thus $m=0,1,2,\dots$, $1/\kappa=n=m+2$, $E_n=-1/(2n^2)$ with $n\ge2$, and $\omega_n=\tfrac12(1-n^{-2})$.

For these levels $2/(s^2-n^{-2})=n[1/(s-1/n)-1/(s+1/n)]$ and $-4s/(s^2-n^{-2})$ is the derivative of $-2\ln(s^2-n^{-2})$. Integrating (\ref{eq:G}) and fixing the constant at large $s$,
\begin{equation}
G=\frac{6w_0}{(s^2-n^{-2})^2}\left(\frac{s-1/n}{s+1/n}\right)^{n},\qquad R_n=\frac{24w_0}{(1-n^{-2})^3}\left(\frac{n-1}{n+1}\right)^{n}.
\end{equation}

\paragraph{Normalisation.} Let $\Phi(\rho,t)=(1-t)^{-4}e^{-\rho\tau}=\sum_mL_m(\rho)t^m$ with $\tau=t/(1-t)$, so that $1/(1-t)=1+\tau$ and $t\,d\tau/dt=\tau(1+\tau)$. Then $\Phi_\rho=-\tau\Phi$, $\Phi_{\rho\rho}=\tau^2\Phi$, $t\Phi_t=[4\tau-\rho\tau(1+\tau)]\Phi$, and
\begin{equation}
\rho\Phi_{\rho\rho}+(4-\rho)\Phi_\rho+t\Phi_t=\big[\rho\tau^2-4\tau+\rho\tau+4\tau-\rho\tau-\rho\tau^2\big]\Phi=0 .
\end{equation}
The coefficient of $t^m$ is equation (\ref{eq:lag}), so the polynomials $L_m$ are the required solutions (the associated Laguerre polynomials $L^3_m$). At $\rho=0$, $\Phi=(1-t)^{-4}$ gives $L_m(0)=\binom{m+3}{3}=n(n^2-1)/6$. For two variables $t,t'$, a common denominator gives $1+\tau+\tau'=(1-tt')/[(1-t)(1-t')]$, so
\begin{equation}
\int_0^\infty\rho^4e^{-\rho}\,\Phi(\rho,t)\Phi(\rho,t')\,d\rho=\frac{4!\,(1-t)(1-t')}{(1-tt')^5}.
\end{equation}
The terms with equal powers of $t$ and $t'$ come from $1+tt'$ in the numerator. The coefficient of $(tt')^m$ is $24\big[\binom{m+4}4+\binom{m+3}4\big]=(m+1)(m+2)(m+3)(2m+4)=2n^2(n^2-1)$. With $w=w_0e^{-\rho/2}L_m/L_m(0)$ and $r=n\rho/2$,
\begin{equation}
1=\int_0^\infty r^4w^2dr=w_0^2\Big(\frac n2\Big)^5\frac{2n^2(n^2-1)\cdot36}{n^2(n^2-1)^2}
\quad\Rightarrow\quad w_0^2=\frac{4}{9n^3}\,(1-n^{-2}).
\end{equation}
In $f_n=\tfrac23\omega_nR_n^2$ the numerical factor is $\tfrac23\cdot\tfrac12\cdot24^2\cdot\tfrac49=2^8/3$, and the power of $1-n^{-2}$ is $1+1-6=-4$:
\begin{equation}
f_n=\frac{2^8}{3n^3}\,\frac{1}{(1-n^{-2})^4}\left(\frac{n-1}{n+1}\right)^{2n}=\frac{2^8n^5(n-1)^{2n-4}}{3(n+1)^{2n+4}} .
\label{eq:fn}
\end{equation}

\paragraph{Values.} For $n=2$, $w_0^2=1/24$ and $R_2=\sqrt{24}\cdot\frac{64}{27}\cdot\frac19=1.29027$. Then $f_2=\tfrac23\times0.375\times1.29027^2=0.41620$ and $f_2/\omega_2^2=0.41620/0.375^2=2.9596$. The next terms follow in the same way.

\begin{center}
\begin{tabular}{cccccc}
$n$ & $\omega_n$ & $R_n$ & $f_n$ & $f_n/\omega_n^2$ & partial sum\\
2 & 0.37500 & 1.29027 & 0.41620 & 2.9596 & 2.9596\\
3 & 0.44444 & 0.51669 & 0.07910 & 0.4005 & 3.3601\\
4 & 0.46875 & 0.30458 & 0.02899 & 0.1319 & 3.4920\\
5 & 0.48000 & 0.20870 & 0.01394 & 0.0605 & 3.5525\\
6 & 0.48611 & 0.15514 & 0.00780 & 0.0330 & 3.5855
\end{tabular}
\end{center}

\paragraph{The tail.} From $\ln\frac{1-x}{1+x}=-2x-\tfrac23x^3-\dots$ with $x=1/n$, the factor $[(n-1)/(n+1)]^{2n}$ equals $\exp(-4-\tfrac43n^{-2}-\dots)$, which lies below $e^{-4}$ and tends to it. Since $1/\omega_n^2=4(1-n^{-2})^{-2}$,
\begin{equation}
\frac{f_n}{\omega_n^2}<\frac{C}{n^3(1-n^{-2})^6},\qquad \frac{f_n}{\omega_n^2}\to\frac C{n^3},\qquad C=\frac{2^{10}}{3e^4}=6.2517 .
\end{equation}
Replacing the sum over $n>N$ by the integral from $N+\tfrac12$ estimates the tail as $C/[2(N+\tfrac12)^2]$, with relative corrections of order $N^{-2}$. The partial sums to $N=10$, $50$, $1000$ are $3.6344$, $3.6620$, $3.6633$, with tail estimates $0.0284$, $0.00123$, $3.1\times10^{-6}$, so the bound sum is $\alpha_b=3.6633$.

A strict ceiling is also available. The function $n^{-3}$ is convex, so it does not exceed its integral over $(n-\tfrac12,n+\tfrac12)$. For $n\ge11$, $(1-n^{-2})^6\ge1-6/121=115/121$ by Bernoulli's inequality. The tail beyond $N=10$ is therefore below $0.0284\times121/115<0.030$, and $\alpha_b<3.6344+0.030<3.665$. Further Rydberg states cannot supply the gap $4.5-3.6633=0.8367$.

The reason is visible in (\ref{eq:w}). For $r\ll2n^2$ the term $2Er=-r/n^2$ is small against $2$, so all high $np$ states have nearly the same shape, that of the $E=0$ solution, in the region where $u_{1s}$ is appreciable, and their amplitude there falls as $w_0\approx\tfrac23n^{-3/2}$. Each new state adds a smaller copy of almost the same function.

The same states give $\sum_bf=0.5650$ and $\sum_bf/\omega=1.4332$, against $1$ and $2$ in (\ref{eq:rules}). Half of the second number, $0.7166$, is the weight of $\chi$ in the bound states, and the remaining $0.2834$ is its weight in the continuum.

\subsection*{Comment 5. The manuscript's own data bound the missing part}

The missing part can be bracketed with neither the value $9/2$ nor any continuum wavefunction. Let $df$ denote the positive strength distributed over the continuum. By (\ref{eq:rules}),
\begin{equation}
a=\int df=1-0.5650=0.4350,\qquad b=\int\frac{df}{\omega}=2-1.4332=0.5668 .
\end{equation}
The Cauchy--Schwarz inequality applied to the functions $1$ and $1/\omega$ gives $b^2\le a\,\alpha_c$. In the continuum $\omega\ge\tfrac12$, so $1/\omega^2\le2/\omega$ and $\alpha_c\le2b$. Hence
\begin{equation}
\frac{0.5668^2}{0.4350}=0.739\;\le\;\alpha_c\;\le\;2\times0.5668=1.134 .
\end{equation}
These are limits on $\alpha_c$. Its value follows by subtraction once the total of comment 2 is admitted, $\tfrac92-3.6633=0.8367$, and comment 6 obtains it independently from the continuum states.

The polarisability of the fixed-nucleus atom is exactly $\tfrac92\,a_0^3$, of which the bound $np$ states supply only $3.6633\,a_0^3$, and the sum rules place the missing continuum part between $0.739$ and $1.134\,a_0^3$. It remains to compute that part directly from the continuum states, and to explain why positive-energy states in the expansion do not mean that the atom is ionised.
